Porosity limits of an isotropic low-k film from its permittivity

**Data for all parts.** A porous dielectric film consists of a solid of relative permittivity ks = 4 and air of relative permittivity ka = 1. Its measured relative permittivity is k = 2.5, the same in every direction. The porosity p is the volume fraction of air. Nothing is known about the shape or arrangement of the pores.

Both phases are linear, lossless and isotropic, the field is static, and the pores are much smaller than the film thickness. The local permittivity is ε(r), in units of the vacuum permittivity, and D = εE. Angle brackets ⟨ ⟩ denote the volume average over a large sample, repeated periodically.

**Part (a). An energy principle**

Apply a mean field E0 of unit length and define k by ⟨D⟩ = kE0. Show that k is the minimum of ⟨ε|E0 + e|²⟩ over all fields e that are gradients of periodic potentials.

**Answer.** Let E be the true field. It is curl-free with mean E0, so E = E0 + e₁, where e₁ is a periodic gradient. There is no free charge, so div D = 0. For any periodic gradient g = ∇u, integration by parts gives

⟨D·g⟩ = −⟨u div D⟩ = 0,

since the surface terms cancel between opposite faces. Therefore

⟨ε|E|²⟩ = ⟨D·E0⟩ + ⟨D·e₁⟩ = k + 0 = k.

Any other admissible field is E + g, and

⟨ε|E + g|²⟩ = k + 2⟨D·g⟩ + ⟨ε|g|²⟩ = k + ⟨ε|g|²⟩ ≥ k.

The minimum is k, and the true field attains it.

**Part (b). Bounds on k at given porosity**

Compare the film with a uniform medium of permittivity c, and use a trial polarization P that is constant in one phase and zero in the other. Derive a lower and an upper bound on k that depend on p, ks and ka alone.

**Answer.** Where ε > c, the square (ε−c)|E − P/(ε−c)|² is not negative. Expanding it and adding c|E|² to both sides gives

ε|E|² ≥ c|E|² + 2P·E − |P|²/(ε−c).

Where ε < c, the factor ε−c is negative and the inequality is reversed. Where ε = c we set P = 0, drop the last term, and have equality.

Write E = E0 + e. Since ⟨e⟩ = 0, the average of the right side is

W = c + 2⟨P⟩·E0 − ⟨|P|²/(ε−c)⟩ + c⟨|e|²⟩ + 2⟨P·e⟩.

Next we minimize W over e. Each Fourier component of a gradient points along its wavevector G, and the component G = 0 is absent. Let ΠP be the field obtained from P by keeping, for each G ≠ 0, the part along G. Then ⟨P·e⟩ = ⟨ΠP·e⟩, and completing the square gives

c⟨|e|²⟩ + 2⟨ΠP·e⟩ = c⟨|e + ΠP/c|²⟩ − ⟨|ΠP|²⟩/c.

The minimum, −⟨|ΠP|²⟩/c, occurs at e = −ΠP/c, which is itself a gradient. Define

F = c + 2⟨P⟩·E0 − ⟨|P|²/(ε−c)⟩ − ⟨|ΠP|²⟩/c.

If c = ka, then ε ≥ c everywhere. For the true field, k = ⟨ε|E|²⟩ ≥ W ≥ F. If c = ks, then ε ≤ c everywhere. For any trial e, k ≤ ⟨ε|E0 + e|²⟩ ≤ W, and choosing e = −ΠP/c gives k ≤ F. One expression thus serves for both bounds.

Let the phase that carries the polarization have permittivity ε₁ and volume fraction f. Let χ be 1 in it and 0 elsewhere, and take P = qχE0. The component of ΠP at G has squared length q²|χ_G|² cos²θ, where θ is the angle between G and E0. Now average over three perpendicular directions of E0. The three squared cosines add up to 1, so

average of ⟨|ΠP|²⟩ = (q²/3) Σ |χ_G|², summed over G ≠ 0.

The sum over all G is ⟨χ²⟩ = f, and the term G = 0 is f². The average is therefore q²f(1−f)/3, whatever the shape of the pores. In an isotropic film k is the same for the three directions, so the averaged inequality still bounds k. It now contains

F = c + 2fq − fAq², with A = 1/(ε₁−c) + (1−f)/(3c).

Setting dF/dq = 2f − 2fAq to zero gives q = 1/A and F = c + f/A.

For the lower bound, c = ka, ε₁ = ks and f = 1−p. Then A > 0, F has a maximum, and this is the best choice:

k ≥ L(p) = ka + (1−p) / [1/(ks−ka) + p/(3ka)].

For the upper bound, c = ks, ε₁ = ka and f = p. Then A = −1/(ks−ka) + (1−p)/(3ks). This is negative, because 1/(ks−ka) exceeds 1/ks. F has a minimum, again the best choice:

k ≤ U(p) = ks − p / [1/(ks−ka) − (1−p)/(3ks)].

These are the three-dimensional Hashin-Shtrikman bounds. The number 3 comes from the direction average.

**Part (c). From permittivity to porosity**

Find the interval in which the porosity of the film must lie. State which bound sets which end.

**Answer.** With ks = 4 and ka = 1, the lower bound becomes

L = 1 + (1−p)/(1/3 + p/3) = 1 + 3(1−p)/(1+p) = (4 − 2p)/(1 + p).

In the upper bound the bracket is 1/3 − (1−p)/12 = (3+p)/12, so

U = 4 − 12p/(3+p) = (12 − 8p)/(3 + p).

Their derivatives are −6/(1+p)² and −36/(3+p)². Both bounds fall as air is added, so each gives a single limit on p. The denominators are positive, and we may multiply through by them.

The condition L ≤ 2.5 gives

4 − 2p ≤ 2.5 + 2.5p, so 1.5 ≤ 4.5p and p ≥ 1/3.

The condition U ≥ 2.5 gives

12 − 8p ≥ 7.5 + 2.5p, so 4.5 ≥ 10.5p and p ≤ 3/7.

The porosity lies between 33.3 % and 42.9 %, an interval 9.5 percentage points wide. The lower bound on permittivity sets the smallest porosity: with less air, even the least polarizable isotropic arrangement would have k above 2.5. The upper bound sets the largest porosity.

Three trial porosities show this:

- At p = 30 %, k must lie between 2.615 and 2.909, which excludes 2.5.
- At p = 38 %, k must lie between 2.348 and 2.651, which allows 2.5.
- At p = 45 %, k must lie between 2.138 and 2.435, which excludes 2.5.

**Part (d). General formula and two limits**

Invert the bounds for any ks > ka. Examine a solid that differs little from air, and a solid of very large permittivity at fixed measured k.

**Answer.** Put δ = ks − ka and N = 3ka + pδ. Then

L − ka = 3ka(1−p)δ/N,

L + 2ka = 3ka[N + (1−p)δ]/N = 3ka(ks + 2ka)/N.

Their ratio is

(L−ka)/(L+2ka) = (1−p)(ks−ka)/(ks+2ka).

Exchanging the two phases, with p and 1−p exchanged as well, turns L into U:

(ks−U)/(U+2ks) = p(ks−ka)/(ka+2ks).

Setting L = k in the first and U = k in the second gives

p_min = 1 − (k−ka)(ks+2ka)/[(k+2ka)(ks−ka)],

p_max = (ks−k)(ka+2ks)/[(k+2ks)(ks−ka)].

For the film, p_min = 1 − (1.5 × 6)/(4.5 × 3) = 1/3 and p_max = (1.5 × 9)/(10.5 × 3) = 3/7, as before.

To see the limits, write k = ka + xδ, where x lies between 0 and 1. Substitution gives

p_min = (1−x)/[1 + xδ/(3ka)],

p_max = (1−x)/[1 + xδ/(3ka+2δ)].

For small δ the two agree to first order in δ. Their difference is

p_max − p_min ≈ 2x(1−x)δ²/(9ka²).

At low contrast an exactly known permittivity therefore nearly fixes the porosity: at fixed x, the arrangement of the phases changes the porosity only at second order in δ. A measurement error Δk, however, shifts the porosity by about Δk/δ, so the lower the contrast, the more precisely k must be known.

If instead ks grows without limit while k and ka stay fixed, then xδ = k − ka stays fixed and x tends to 0. The limits become p_min → 3ka/(k+2ka) and p_max → 1. A small amount of such a solid may suffice if it is well arranged, so k no longer gives a useful upper limit on porosity.

**Part (e). Can the interval be narrowed?**

A sphere of unit radius has a core of permittivity εc, which fills a fraction v of its volume, and a shell of permittivity εs. Find the surrounding permittivity for which the sphere leaves a uniform outside field undisturbed. Use the result to decide whether the ends of the interval can be reached.

**Answer.** Up to a common factor, the potential is cosθ times Ar in the core, Br + C/r² in the shell and r outside. The core radius a satisfies a³ = v. Continuity of the potential and of the normal component of D at r = a gives

A = B + C/v,

εc A = εs(B − 2C/v).

Eliminating A gives C = −vβB, with β = (εc−εs)/(εc+2εs). At r = 1 the same conditions give B + C = 1 and k = εs(B − 2C). Dividing the second by the first,

k = εs(1 + 2vβ)/(1 − vβ).

For an air core in a solid shell, β = (1−4)/(1+8) = −1/3. With v = 3/7, vβ = −1/7 and k = 4 × (5/7)/(8/7) = 2.5. For a solid core in an air shell, β = (4−1)/(4+2) = 1/2. With v = 2/3, vβ = 1/3 and k = (5/3)/(2/3) = 2.5. The porosities are 3/7 and 1 − 2/3 = 1/3.

Start from a uniform medium of permittivity 2.5 and replace a ball of it by such a coated sphere. The potential and the normal component of D on the surface of the ball do not change. These surface values determine the averages of E and D inside, so the averages do not change either. The replacement can be repeated with ever smaller balls, all of the same core fraction, until the volume left over tends to zero. The composite then has k = 2.5 and consists of solid and air alone.

Both ends can thus be approached as closely as desired. No argument that uses only the given data can narrow the interval. Knowledge of the pore structure could. The structure that reaches the lower end, for instance, consists of solid grains separated by air and is not a self-supporting film.

**Part (f). What isotropy contributes**

Suppose that 2.5 was measured along one direction only, and that the film consists of flat layers of solid and air. Find p for a field across the layers and for a field along them.

**Answer.** Across the layers D is uniform, so the reciprocal permittivities average:

1/2.5 = p/1 + (1−p)/4, so 0.4 = 0.25 + 0.75p and p = 20 %.

Along the layers E is uniform, so the permittivities average:

2.5 = p + 4(1−p), so p = 1.5/3 = 50 %.

Both values lie outside the interval of part (c). There is no contradiction, because neither film is isotropic. The first has permittivity 3.4 along the layers, and the second has 1.6 across them. For an anisotropic film the direction average of part (b) bounds the mean of the three principal permittivities, so inserting this mean for k gives valid limits on p, though not in general the sharpest ones.

**Part (g). Three computed films**

Model films were built in a periodic cube of 24 × 24 × 24 voxels, each voxel being solid or air. The field was written as the finite-difference gradient of a potential and solved by conjugate gradients for three perpendicular mean fields. The number of air voxels was adjusted until the mean of the three permittivities was 2.5, to within 0.002. The porosities found were:

- air spheres in solid, on a face-centred cubic lattice: 42.1 %
- a random network, cut from a sum of cosine waves with random phases: 39.7 %
- solid spheres in air, on the same lattice: 36.3 %

With 16 voxels per edge the values were 41.7 %, 39.7 % and 37.5 %. Comment on them.

**Answer.** All six porosities lie inside the interval. The order agrees with part (e): isolated pores in solid lie near the upper end, and isolated grains in air lie towards the lower end. The same mean permittivity thus belongs to films whose porosities differ by several percentage points.

The third value is the least certain, since it moved by 1.2 percentage points between the grids. At a solid fraction of 63.7 %, ideal spheres on this lattice would be separated by gaps of about 0.035 of the cube edge. One voxel is 0.042 of the edge, so the grid does not resolve the gaps, and on both grids neighbouring voxel spheres touch along edges. The value 36.3 % is still too high: a converged multipole expansion for ideal spheres on this lattice gives 34.4 %. For air spheres in solid it gives 42.8 %, so the voxel value of 42.1 % is 0.7 percentage points too low. The random network is a single sample, and its value need not be typical of other random networks. Nor does the agreement between its two grids show that the value is free of discretization error, since both grids are coarse and use the same difference scheme. Finite-volume schemes with harmonic or arithmetic averages of the permittivity on the voxel faces give about 38 % and 41.5 % on the 24-voxel grid, and both move towards about 39.9 % as the grid is refined.

**Part (h). A real film**

The data resemble a porous silica film used as an interlayer dielectric. Estimate how the interval changes under each of the following, taken one at a time:

- an error of 0.05 in k, or of 0.1 in ks
- an in-plane permittivity 5 % above the measured out-of-plane value of 2.5
- a dense solid skin of 4 nm on a film of total thickness 200 nm
- water of permittivity 80 in 1 % of the film volume

**Answer.** The first three cases need only the formulas of part (d) with changed inputs.

- For k = 2.45 the interval is 34.8 to 44.5 %, and for k = 2.55 it is 31.9 to 41.2 %.
- For ks = 3.9 it is 32.2 to 41.2 %, and for ks = 4.1 it is 34.4 to 44.4 %.
- With the anisotropy, the mean permittivity is (2.5 + 2 × 2.625)/3 = 2.583, and the interval is 30.9 to 40.2 %.
- The skin acts in series with the rest: 200/2.5 = 4/4 + 196/k′, so k′ = 196/79 = 2.481. The porosity of the inner film lies between 33.9 and 43.5 %.

Water is a third phase, so the bound must be extended. Let P = qᵢE0 in phase i, with fraction fᵢ and permittivity εᵢ, and let Q = Σfᵢqᵢ. The direction average of ⟨|ΠP|²⟩ is now (Σfᵢqᵢ² − Q²)/3, and

F = c + 2Q − Σfᵢqᵢ²/(εᵢ−c) − (Σfᵢqᵢ² − Q²)/(3c).

Setting the derivative with respect to each qᵢ to zero gives

qᵢ[1/(εᵢ−c) + 1/(3c)] = 1 + Q/(3c), so qᵢ = (3c+Q)bᵢ, with bᵢ = (εᵢ−c)/(εᵢ+2c).

Multiplying by fᵢ and summing gives Q = (3c+Q)S, with S = Σfᵢbᵢ. At the stationary point the quadratic terms cancel half of the linear term 2Q, so F = c + Q and

(F−c)/(F+2c) = Q/(3c+Q) = S.

Let p now be the total pore fraction, water included. With c = 1, the condition F ≤ 2.5 reads

(1−p)/2 + 0.01 × 79/82 ≤ 1.5/4.5, so p ≥ 35.3 %.

For the upper bound c must be at least as large as every permittivity present, so c = 80. The condition F ≥ 2.5 reads

−(76/164)(1−p) − (79/161)(p − 0.01) ≥ −77.5/162.5, so p ≤ 67.5 %.

The upper limit has become weak, for two reasons. Part of the widening is slack in the bound: with c = 80 it gives p ≤ 49.5 % even when the water fraction tends to zero, against 42.9 % for the dry film. Most of it, however, can be realized. Apply the formula of part (e) twice, to an air core lined with water and enclosed in a solid shell: k = 2.5 is reached at p = 64.5 %. If the same water sits as a droplet at the centre of each pore, p is only 44.2 %. How much porosity 1 % of water hides thus depends on where the water sits.

Dense silica has a permittivity of roughly 4, and k near 2.5 is a realistic value for a porous low-k film. Many such films have a carbon-containing skeleton of lower permittivity, and ks must then be reduced before the inversion, which lowers both limits; for ks = 3 the interval is 16.7 to 20.6 %. The value 80 is roughly that of bulk water at room temperature; water bound to pore walls may respond differently. Of the effects estimated here, moisture moves the upper limit most, by about 25 percentage points, while the others move either limit by less than 3. The interval of part (c) should therefore be applied to a dry film whose skeleton permittivity is known and whose isotropy has been established.
